# Band offsets from interface supercells by double macroscopic averaging

## The form fixed by symmetry

A band offset compares electron energies in two materials, but a periodic calculation has no absolute energy zero. Adding a constant to the potential moves every level by that constant and leaves the density unchanged. Three runs enter here: bulk A, bulk B and a supercell containing both. Each has its own arbitrary constant, and the offset must not depend on any of them.

Let $U(z)$ be the electrostatic potential energy of an electron, averaged over the plane parallel to the interface. For bulk material $m$, a shift of the zero changes the valence edge $E_v^m$ and the cell mean $\langle U\rangle_m$ equally, so the invariant is $E_v^m-\langle U\rangle_m$. In the supercell, the invariant is the difference between the mean potentials deep inside the two slabs, $\bar U_B-\bar U_A$.

The coefficients follow from locality. Deep in slab $m$ the structure and density are those of the bulk, so the Hamiltonian there is the bulk one plus a constant,
$$C_m=\bar U_m-\langle U\rangle_m .$$
On the supercell scale the edge is therefore $E_v^m+C_m$. Subtracting A from B gives
$$\Delta E_v=(E_v-\langle U\rangle)_B-(E_v-\langle U\rangle)_A+\Delta U,\qquad \Delta U=\bar U_B-\bar U_A. \tag{1}$$
A positive value means that the edge of B is higher in electron energy. The conduction offset $\Delta E_c$ has the same form with $E_c$. Since $\Delta U$ is common to both, $\Delta E_c-\Delta E_v$ is the difference of the bulk gaps.

Equation (1) requires the same in-plane strain, ionic potentials, reference potential and electronic approximation in all three runs, and slabs with a bulk-like, field-free interior. For a metal contact, the metal's Fermi energy replaces its band edge: with B the metal and A the semiconductor, (1) then gives $E_F-E_v$, the hole barrier, if the semiconductor slab is field-free.

## The double average

The potential oscillates strongly between atomic layers, so a slab's mean must be extracted without mixing in those oscillations. Let $a$ and $b$ be the layer periods along $z$, and define a box of unit area,
$$w_a(z)=\begin{cases}1/a,&|z|<a/2\\0,&\text{otherwise.}\end{cases}$$
The double average is $\bar{\bar U}=w_a*w_b*U$, where $*$ denotes convolution. The Fourier transform of one box is
$$\tilde w_a(G)=\frac1a\int_{-a/2}^{a/2}e^{-iGz}\,dz=\frac{\sin(Ga/2)}{Ga/2}.$$
At $G=2\pi n/a$ with $n\neq0$ the numerator is $\sin(n\pi)=0$, while $\tilde w_a(0)=1$. The product $\tilde w_a\tilde w_b$ thus removes the harmonics of both crystals and keeps the mean. The combined kernel reaches $(a+b)/2$ to each side. Farther than this from the disturbed interface region, $\bar{\bar U}$ equals the local cell mean $\bar U_m$.

A box one layer period wide is in general not enough for both slabs. A box of width $a$ multiplies the first harmonic of B by
$$\tilde w_a(2\pi/b)=\frac{\sin(\pi a/b)}{\pi a/b},$$
which vanishes only if $a/b$ is a nonzero integer. A single wider box does serve both slabs if its width is a common multiple of $a$ and $b$. Such a width exists only for commensurate periods and can reach much farther: in the example below $4a=5b=12$ Å, a reach of 6 Å to each side against $(a+b)/2=2.7$ Å.

The kernel is even and has unit area, so it also preserves a straight line: the term linear in the kernel coordinate integrates to zero. A parabola is not preserved. The variance of a box is $a^2/12$, and variances add under convolution, so
$$cz^2\ \longrightarrow\ cz^2+c\,\frac{a^2+b^2}{12}.$$
A uniform macroscopic space charge therefore shifts the reading by this last term.

## What the step measures

Let $\rho$ be the charge density in elementary charges per volume, positive for ions. The electrostatic potential obeys $\phi''=-e\rho/\varepsilon_0$, and $U=-e\phi$, so
$$U''=\frac{e^2}{\varepsilon_0}\rho .$$
Convolution commutes with differentiation, so the same equation links $\bar{\bar U}$ and $\bar{\bar\rho}$. Multiply by $z$ and integrate from a plateau point $z_A$ to a plateau point $z_B$:
$$\frac{e^2}{\varepsilon_0}\int_{z_A}^{z_B}z\bar{\bar\rho}\,dz=\big[z\bar{\bar U}'\big]_{z_A}^{z_B}-\int_{z_A}^{z_B}\bar{\bar U}'\,dz .$$
The bracket vanishes because both plateaus are flat. Hence
$$\Delta U=-\frac{e^2}{\varepsilon_0}\int_{z_A}^{z_B}z\,\bar{\bar\rho}\,dz. \tag{2}$$
The origin of $z$ does not matter, since $\int\bar{\bar\rho}\,dz$ is proportional to the difference of two zero slopes.

This dipole need not mean that charge has crossed the interface. Consider the limit of rigid, neutral, mirror-symmetric layers that do not respond to their neighbours. One layer has density $\rho_1$ and potential $u$, and both $u$ and $u'$ vanish outside it. Two integrations by parts give
$$\int u\,dz=\int\frac{z^2}{2}u''\,dz=\frac{e^2}{2\varepsilon_0}Q,\qquad Q=\int z^2\rho_1\,dz .$$
Dividing by the period gives the mean in each slab, and
$$\Delta U_{\rm rigid}=\frac{e^2}{2\varepsilon_0}\left(\frac{Q_B}{b}-\frac{Q_A}{a}\right).$$
A step can thus exist without any transfer: it vanishes only if $Q_B/b=Q_A/a$. In a self-consistent crystal the division into layers is not unique, so splitting $\Delta U$ into a rigid part and a transfer part depends on a convention. The total step does not.

## Algorithm

```
bulk(m), m = A, B:
    converge density at the interface strain
    edge[m] = band edge - cell mean of U

interface:
    converge density of the A|B supercell
    U(z)  = in-plane average of electrostatic energy
    F(G)  = FFT(U) * sinc(G a/2) * sinc(G b/2)
    UU(z) = inverse FFT(F)            # sinc x = sin x / x
    if A or B is disordered:
        filter its bulk U identically
        subtract it from UU at matching points
        restore the bulk cell mean
    fit a line to UU in the centre of each slab
    if slopes are negligible: step = UU_B - UU_A
    else: extrapolate both lines to a stated plane

offset = edge[B] - edge[A] + step
repeat with thicker slabs until the step is stable
```

Filtering a profile of $N$ points costs $O(N\log N)$, and the in-plane average costs one pass over the three-dimensional grid. The self-consistent supercell run dominates; with dense diagonalization its cost grows as the cube of the basis size.

The Fourier filter accepts periods that do not fit the grid. The widths must still be the actual strained periods. If a box has width $a(1+\eta)$, it passes the fraction
$$\frac{\sin[\pi(1+\eta)]}{\pi(1+\eta)}\approx-\eta$$
of the first harmonic of A, to leading order in $\eta$.

The self-consistency loop can be unstable, above all in long cells that contain a metal. Let an input error $\delta$ in the potential produce an output error $(1-\epsilon)\delta$, where $\epsilon$ is the dielectric response of that error mode. Linear mixing with fraction $\alpha$ gives
$$\delta_{\rm new}=\delta+\alpha[(1-\epsilon)\delta-\delta]=(1-\alpha\epsilon)\delta .$$
Convergence requires $0<\alpha<2/\epsilon$ for every mode. The long-wavelength response of a metal is large, so a metal contact needs smaller steps or preconditioning.

## A self-consistent example

The model is one-dimensional: in-plane motion is frozen, and each state along $z$ holds two electrons per area $S$. (Electrons free to move in the plane would fill the bands only partly, and there would be no gap.) Each layer carries a Gaussian ion of charge $+2e$ and width 0.4 Å per area $S=10$ Å$^2$, two electrons, and a short-range well $-D\exp(-z^2/2w^2)$ about its centre. The parameters are $a=3.0$ Å, $D_A=5$ eV, $w_A=0.5$ Å and $b=2.4$ Å, $D_B=13$ eV, $w_B=0.4$ Å. They represent no particular material. The electrons obey
$$\left[-\frac{\hbar^2}{2m_e}\frac{d^2}{dz^2}+U(z)+W(z)\right]\psi=E\psi,$$
where $W$ is the sum of the wells and $U$ follows from the ions and the electron density. This is a Hartree calculation: exchange, correlation, in-plane structure and atomic relaxation are absent. It was solved on a Fourier grid of spacing 0.2 Å with Anderson mixing. The supercell has twelve layers of each material, so $L_A=36$ Å and $L_B=28.8$ Å, and its two interfaces are mirror images.

The bulk runs, with $\langle U\rangle=0$, give these edges at the zone boundary:

| | $E_v$ (eV) | $E_c$ (eV) | gap (eV) |
|---|---:|---:|---:|
| A | −0.2544 | 4.1462 | 4.4006 |
| B | −2.8207 | 4.5073 | 7.3280 |

In the supercell the plateaus are $-0.2132$ eV in A and $0.2693$ eV in B, so
$$\Delta U=0.2693-(-0.2132)=0.4825\ \text{eV}.$$
Integrating the averaged charge in (2) also gives 0.4825 eV. The valence offset is
$$\Delta E_v=-2.8207+0.2544+0.4825=-2.084\ \text{eV},$$
and the conduction offset is
$$\Delta E_c=4.5073-4.1462+0.4825=0.844\ \text{eV}.$$
The valence edge of B is lower and its conduction edge higher, so A confines both electrons and holes.

Over the central 8 Å of B, the double average varies by 0.012 meV. A single box of width $a$ leaves 327 meV peak to peak. Here $a/b=1.25$, and the single box passes a fraction $\sin(1.25\pi)/(1.25\pi)=-0.18$ of the first harmonic of B.

With four layers of each material the step is 0.4764 eV, with eight it is 0.4824 eV, and with twelve 0.4825 eV. Not all of the 6 meV missing with four layers is due to thin slabs. These supercells were solved at a single Bloch vector, which is too coarse for the shortest cell. With four Bloch vectors its step is 0.4810 eV, so the thickness itself costs only about 1.5 meV. These figures measure numerical convergence within the model, not its accuracy for a real contact.

## Reading the edges without an average

For a local potential there is a second route. Cut one central cell of $U+W$ from each slab of the supercell, repeat it periodically, and solve for its band edges. They already share the supercell's energy scale. Their differences are $-2.0838$ eV and $0.8437$ eV, in agreement with (1) to the digits shown.

The supercell's own levels are not band edges, because A is a quantum well. The level nearest the band edge fits half a wavelength of its envelope into the well, so its envelope wavenumber is $\pi/(L+\delta)$. For an effective mass $m^*$ and a well much wider than the penetration depth, this level lies inside the band by
$$d=\frac{\hbar^2\pi^2}{2m^*(L+\delta)^2},$$
where $L$ is the thickness of A and $\delta$ allows for penetration into B. Taking the inverse square root makes this linear in $L$:
$$d^{-1/2}=\frac{\sqrt{2m^*}}{\pi\hbar}(L+\delta).$$
Two thicknesses eliminate $\delta$:
$$m^*=\frac{\pi^2\hbar^2}{2}\left(\frac{d_2^{-1/2}-d_1^{-1/2}}{L_2-L_1}\right)^2. \tag{3}$$

The supercell was lengthened by repeating the central cells of its converged potential. The highest filled level then lies 57.15, 17.17 and 4.72 meV below the valence edge predicted for A, for 12, 24 and 48 layers. The lowest empty level lies 85.05, 27.08 and 7.69 meV above the predicted conduction edge. Reading the valence edge from the twelve-layer supercell would thus put it 57 meV too low.

Applied to the two longer cells, (3) gives masses of 0.347 $m_e$ for holes and 0.206 $m_e$ for electrons. The curvature of the bulk bands gives 0.348 and 0.206 $m_e$. This comparison is sensitive to the alignment. If the predicted valence edge were 1 meV higher, the two distances would be 18.17 and 5.72 meV, and the hole mass from (3) would change by the factor
$$\left(\frac{5.72^{-1/2}-18.17^{-1/2}}{4.72^{-1/2}-17.17^{-1/2}}\right)^2=0.70 .$$

## Failure: mixed reference potentials

The total local potential $T=U+W$ can serve as reference instead of $U$. Its bulk mean is $\langle U\rangle+\langle W\rangle$, and its step is $\Delta U+\langle W\rangle_B-\langle W\rangle_A$. Used throughout, the added terms cancel in (1). If bulk edges referred to $U$ are combined with a step taken from $T$, the error is
$$\langle W\rangle_B-\langle W\rangle_A .$$
The mean of the wells is the Gaussian area divided by the period, $-Dw\sqrt{2\pi}/p$ with $p=a$ or $b$. It is $-2.089$ eV in A and $-5.431$ eV in B, so the error is $-3.342$ eV, larger in magnitude than the offset itself. The same rule applies to output files that add a local pseudopotential or an exchange-correlation potential to the electrostatic one.

The step depends on the density through Poisson's equation. A correction to the band energies at fixed density therefore enters through the two bulk terms and leaves $\Delta U$ unchanged.

## Failure: a field in the slabs

Charged or inequivalent interfaces can turn the plateaus into sloping lines $\ell_A(z)$ and $\ell_B(z)$, with slopes $s_A$ and $s_B$. The step at a plane $z_0$ is $\ell_B(z_0)-\ell_A(z_0)$. Moving the plane by $\delta z$ changes it by
$$(s_B-s_A)\,\delta z,$$
so a single number has meaning only with its plane.

As an example, put fixed sheets of $+5\times10^{-4}$ and $-5\times10^{-4}$ $e/$Å$^2$ on the two interfaces. The slopes become $-13.63$ meV/Å in A and $17.62$ meV/Å in B: the electron's energy falls towards the positive sheet from both sides. Extrapolated to the geometric interface planes, the steps are 0.4741 eV at the positive sheet and 0.4909 eV at the negative one. Periodicity ties these numbers together, because the changes around the cell must sum to zero:
$$-13.63\times36+17.62\times28.8+(474.1-490.9)\approx0\ \text{meV}.$$

The mean of the two steps is 0.4825 eV, the value without sheets. The reason is the mirror symmetry of the uncharged cell. If one interface has step $f(\sigma)$ at sheet charge $\sigma$, the other has $f(-\sigma)$, and
$$\frac{f(\sigma)+f(-\sigma)}2=f(0)+O(\sigma^2).$$
For interfaces that differ in structure this argument is lost, and each needs its own stated plane. A shift of $8.4/31.2=0.27$ Å into B would bring either single step to the neutral value, which shows how much the choice of plane matters here.

## Failure: an amorphous layer

An amorphous film has no short period. Its potential contains Fourier components at which $\tilde w_a\tilde w_b$ is not zero, and these survive as a structural ripple. The double average at one point is then not the mean of the material.

The remedy is to run the bulk calculation on the same disordered structure that fills the slab. Deep inside a field-free slab, the potential is that of the bulk run plus the constant $C_B$. A finite disordered sample without mirror symmetry can be polarized; the difference of the two potentials may then slope and must be treated as in the previous section. Apply the same filter to both and subtract at corresponding atomic positions:
$$C_B=\bar{\bar U}_{\rm slab}(z)-\bar{\bar U}_{\rm bulk}(z). \tag{4}$$
The ripple cancels because it is present in both terms. Then $\bar U_B=C_B+\langle U\rangle_B$ enters (1). If atoms near the interface are relaxed, the matching region must keep the bulk structure.

In the example, the twelve layers of B were displaced at random, with an rms displacement of 0.090 Å. The pattern was mirror-symmetric about the slab centre, to keep the cell free of macroscopic fields. The filtered potential at the slab centre, less the plateau of A, suggests a step of 0.784 eV, and it varies by 332 meV over the central 8 Å. The matched difference gives 0.4772 eV and varies by 0.01 meV. The unmatched reading is thus wrong by $0.7840-0.4772=0.307$ eV, about 15% of the valence offset.

The true period of this disordered bulk is its whole cell, 28.8 Å. A slab containing two such cells is thick enough for a box of that width, and the average at its centre also gives a step of 0.4772 eV. Inside B this one box removes every harmonic of the cell, so this alternative needs a slab that exceeds 28.8 Å by the disturbed regions at its ends. The matched difference works in the slab of a single cell.

The disordered bulk has edges at $-2.7939$ and $4.5053$ eV relative to its mean potential. The offsets follow as
$$\Delta E_v=-2.7939+0.2544+0.4772=-2.06\ \text{eV},$$
$$\Delta E_c=4.5053-4.1462+0.4772=0.84\ \text{eV}.$$
They differ from the ordered case by about 0.02 and 0.01 eV. This is one small sample, and its spread over other disordered structures is not known from it. The edges are the highest filled and lowest empty levels of a finite periodic model. They are not mobility edges, which separate localized from extended states and need a separate analysis of localization. Equation (4) fixes the electrostatic alignment; it does not decide which level of an amorphous film should be called its band edge.
